Why a converged elastic band can miss the lowest switching barrier

**Q.** I have computed polarization reversal in a ferroelectric cell with a nudged elastic band. I interpolated between the two polar states, relaxed the images until the forces vanished, and read off the highest energy. The band has converged, so this is the lowest barrier. Why would I run it again from another starting path?

**A.** Consider what has converged. Let R be an image, E the energy and τ the unit tangent to the band. The springs act along τ and keep the images spaced; the true force acts across τ. At convergence the springs balance and

(1 − ττᵀ)∇E(R) = 0

at every image. This says that the energy is stationary against small sideways displacements. It compares your path with its close neighbours. It contains no information about a path on the far side of a hill.

**Q.** A relaxing band moves downhill, though. If a lower pass existed, would the band not slide into it?

**A.** Not if it had to climb first. A surface simple enough to solve by hand shows this. Let x be the polar displacement and y a secondary displacement that may accompany the reversal. With u = x/a and v = y/b, take

E = A(u² + v² − 1)² + Bv² + Cv³,

where 0 < B < 2A and 0 < C < 2B/3. The first term makes a circular trough around a central hill. The second raises the trough away from the polar axis, and the third makes its two sides unequal. By "barrier" I mean the highest energy on a path minus the energy of the initial minimum.

**Q.** Where are the minima and the passes?

**A.** Set both derivatives to zero:

∂E/∂u = 4Au(u² + v² − 1) = 0,
∂E/∂v = 4Av(u² + v² − 1) + 2Bv + 3Cv² = 0.

If u ≠ 0, the first equation requires u² + v² = 1. The second then becomes v(2B + 3Cv) = 0. Its root v = −2B/(3C) lies below −1 because C < 2B/3, and would need a negative u². That leaves v = 0 and u = ±1. There E = 0, and the second derivatives are E_uu = 8A, E_vv = 2B and E_uv = 8Auv = 0. Both curvatures are positive, so these are the two polar minima.

If u = 0, the first equation holds for every v. On this dividing line the energy is

f(v) = A(v² − 1)² + Bv² + Cv³,

and its derivative is

f′(v) = 4Av(v² − 1) + 2Bv + 3Cv² = v g(v),
g(v) = 4Av² + 3Cv − (4A − 2B).

So v = 0 is stationary, as are the roots of g:

v± = [−3C ± √(9C² + 16A(4A − 2B))]/(8A).

Since g(0) = −(4A − 2B) < 0, while g(1) = 2B + 3C > 0 and g(−1) = 2B − 3C > 0, one root lies between 0 and 1 and the other between −1 and 0.

**Q.** Are both of them true transition states?

**A.** Yes. On u = 0 the mixed derivative vanishes, so the two curvatures can be read separately. Along u, E_uu = 4A(v² − 1), which is negative because |v±| < 1. Along v, f″ = g + vg′, which reduces to v±g′(v±) at a root. The parabola g rises through v₊ and falls through v₋, so this product is positive at both. Each point has one downhill direction: it is a first-order saddle.

At the origin E_uu = −4A and E_vv = −4A + 2B, both negative. That point is a maximum, the hill between the passes.

**Q.** The saddles might still have the same height.

**A.** They do if C = 0, when E is even in v. For C > 0, compare v₊ with its mirror point. Only the cubic term changes sign:

f(−v₊) = f(v₊) − 2Cv₊³ < f(v₊).

On the negative side f has its lowest value at v₋, so f(v₋) ≤ f(−v₊) < f(v₊). The negative side has the lower pass.

For small C the difference follows from perturbation theory. At C = 0 the roots are ±w with w² = 1 − B/(2A). Since f is stationary there, the small shift of the roots changes the heights at second order in C. The first-order change is the cubic term itself, +Cw³ on one side and −Cw³ on the other, and hence

f(v₊) − f(v₋) ≈ 2Cw³.

**Q.** Please put numbers in.

**A.** Take A = 0.8 eV, B = 0.6 eV and C = 0.2 eV per cell, with a = 0.5 Å and b = 0.4 Å. The limit on C is 2B/3 = 0.4 eV, so the conditions hold. The quantity under the root is 0.36 + 12.8 × 2.0 = 25.96, whose root is 5.095. Therefore

v₊ = (−0.6 + 5.095)/6.4 = 0.702, or y = 0.281 Å,
v₋ = (−0.6 − 5.095)/6.4 = −0.890, or y = −0.356 Å.

Inserting the unrounded roots in f, term by term, gives

E₊ = 0.2054 + 0.2960 + 0.0693 = 0.5707 eV,
E₋ = 0.03466 + 0.47511 − 0.14093 = 0.3688 eV.

In molar units these are 55.1 and 35.6 kJ/mol of cells. The gap is 0.202 eV; the first-order estimate, 0.198 eV, is 2% below it.

**Q.** And a band really stops at the higher one?

**A.** I relaxed bands of 21 images by steepest descent until the largest force was below 10⁻⁴ eV/Å. The starting paths were half sine waves, displaced from the polar axis by a height h at mid-path. The results were:

h = +0.1 Å: barrier 0.5707 eV
h = −0.1 Å: barrier 0.3688 eV
h = 0: barrier 0.8000 eV

All three satisfy the same convergence criterion.

**Q.** The third is my straight interpolation. Why is it the worst?

**A.** Because it goes over the hilltop. At v = 0 every term of ∂E/∂v contains a factor v, so there is no sideways force anywhere on the straight line. Equally spaced images also have balanced springs. The band therefore meets the criterion before it takes a step, and its top is f(0) = A = 0.8 eV. That point is a maximum of this surface, not a transition state.

Here the two sides of the path are unequal, and it stays put only because the sideways force vanishes on it. It is stationary but unstable. In a crystal, symmetry can have a similar effect: a starting path with a symmetry that the forces respect keeps that symmetry.

**Q.** Numerical noise would surely push it off.

**A.** It may, if you let it run. I displaced the middle of the band by 0.001 Å. The sideways curvature at the origin is (−4A + 2B)/b² = −2.0/0.16 = −12.5 eV/Å², so the first force is 12.5 × 0.001 = 0.0125 eV/Å. With the tight tolerance the band left the hill and reached 0.5707 eV after an upward kick and 0.3688 eV after a downward one. With a tolerance of 0.05 eV/Å it would have been declared converged at once, still near 0.8 eV.

**Q.** So the sign of a tiny kick selects the answer. Is there a rule behind that?

**A.** There is for this surface. In a continuous band each point moves with the sideways part of −∇E. Adding the part along the band merely slides points along the curve and does not change its shape. We may therefore let every point follow the full steepest descent.

On the line x = 0 the derivative ∂E/∂x vanishes. A point on this line stays on it, and no other point can cross it. If the starting path crosses the line once, the crossing point obeys

dy/dt = −∂E/∂y = −f′(v)/b.

Factorizing g gives f′(v) = 4Av(v − v₊)(v − v₋). Between 0 and v₊ this is negative, so the crossing point moves up towards v₊; above v₊ it moves back down. In the same way, every negative starting value leads to v₋. The sign of y at the crossing decides the saddle.

**Q.** That is for a continuous curve. My band has a finite number of images and need not be symmetric.

**A.** For that reason I also tried lopsided paths. With s running from 0 to 1,

x = −a + 2as,
y = h sin(πs) + (0.1 Å) sin(2πs).

They cross x = 0 at y = h. For h = +0.1 and +0.2 Å the bands gave 0.5707 eV; for h = −0.1 and −0.2 Å they gave 0.3688 eV. These four follow the rule. A coarse band passing very close to the hilltop could still be put on the wrong side by its discretization, and a path that crosses the line several times needs separate treatment.

**Q.** How do you know that 0.3688 eV is the lowest? By your own argument, another band might find something lower.

**A.** More bands could not settle it, but the dividing line can. Any continuous path from u = −1 to u = +1 must pass through u = 0. Its highest energy is therefore at least the lowest energy on that line, f(v₋). This holds for every path, whether or not it is a relaxed one.

It remains to show that the bound can be reached. Step slightly off the lower saddle to either side and descend. E grows as a fourth power far out, so the descent stays in a bounded region and ends at a stationary point. It cannot end on the line u = 0, because near each stationary point there u² + v² < 1, and the descent increases |u|. The only stationary point left on each side is the polar minimum. The two descents together form a path whose highest energy is f(v₋).

A search without bands agrees. I tabulated E on a grid over ±0.8 Å in both directions and raised a "water level" until the two minima were joined by flooded points. They joined at 0.3689 eV. When I kept only y ≥ 0, they joined at 0.5707 eV. The first figure differs from 0.3688 eV in its last digit because the nearest grid line, y = −0.355 Å, misses the saddle by 0.0009 Å. This raises the energy by only about 0.00001 eV, which is just enough to change the rounding.

**Q.** I normally use a climbing image. Does that not cure the trouble?

**A.** It cures a different one. An ordinary band may have no image at the top. With 20 images, the upper path has two images straddling the saddle, and its highest image lies at 0.5673 eV, below the true 0.5707 eV. A climbing image feels the force along the path with its sign reversed, so it moves up to the saddle. In my run it reached 0.5707 eV. It had found the top of its own pass and had no reason to leave for the other.

**Q.** Then I would compute the Hessian at the top.

**A.** You should, but see what it can tell you. At the top of the straight path it has two negative curvatures, which exposes the false transition state. At the upper saddle it has one, as a transition state should. The test is passed, and the barrier is still not the lowest. No local test can reveal this, because locally nothing is wrong.

**Q.** Are there surfaces for which my first belief is right?

**A.** Yes. Set C = 0 and raise B above 2A. Then f′ = v(4Av² + 2B − 4A) vanishes only at v = 0, and f″(0) = 2B − 4A is positive. The hill has become a single saddle, and the straight path gives the lowest barrier, A. If C = 0 but B < 2A, two different paths exist with equal barriers. Put v² = w² into f:

f(±w) = A(B/2A)² + B(1 − B/2A) = B − B²/(4A).

The choice of side then leaves the barrier unchanged, but the straight path still overestimates it, since A − B + B²/(4A) = (2A − B)²/(4A) > 0.

At the other extreme, let C exceed 2B/3. Now v = −2B/(3C) lies inside the unit circle and gives two more stationary points. For C = 0.5 eV there are seven in all instead of five. Also g(−1) < 0, so v₋ lies below −1, where E_uu is positive: the former lower saddle has become a third minimum. At C = 0.5 eV it lies 0.09 eV above the polar states; beyond C ≈ 0.57 eV it lies below them. A path on that side has more than one pass, and the simple statement about two saddles no longer applies.

**Q.** Does a gap of 0.2 eV matter at room temperature?

**A.** Compare the thermal flux through the two halves of the line x = 0. In classical transition-state theory, with a constant mass for x, the velocity factor is the same everywhere on the line. The flux through each half is proportional to the integral of exp(−E/kT) over y. Near a saddle E ≈ E± + ½K±(y − y±)², where K± is the curvature along y, and the Gaussian integral gives

∫ exp(−E/kT) dy ≈ √(2πkT/K±) exp(−E±/kT).

The ratio of lower to upper flux is therefore

J₋/J₊ = √(K₊/K₋) exp[(E₊ − E₋)/kT].

At 300 K, kT = 0.02585 eV. The curvatures are K₊ = 22.37 and K₋ = 28.34 eV/Å², so the root is 0.888. The lower pass is narrower, which costs it 11%. The exponential is about 2460, and the product is 2183. Numerical integration of the full f on both halves gives 2159, so the harmonic estimate is 1% too high. Someone who had found just the upper path would miss nearly all of the flux in this model.

**Q.** Could an applied field reverse the order of the passes?

**A.** Not at the field I tried. Let the cell dipole be proportional to x, which adds −Gu to E, with G = PVF for polarization P, cell volume V and field F. Near a saddle, let κ = a²|E_xx| be the size of the negative curvature in u. The energy E± − ½κu² − Gu is stationary at u = −G/κ, where it equals E± + G²/(2κ). The initial minimum moves to G − G²/(16A), because its curvature is 8A. Subtracting, to second order in G,

barrier = E± − G + G²/(2κ) + G²/(16A).

The large term, −G, is common to both passes because both lie at x = 0. For P = 50 μC/cm², V = 134 Å³ and F = 1 MV/cm, G is 0.0418 eV. Solving numerically for the shifted stationary points gives barriers of 0.3285 and 0.5295 eV. Both fall by about 0.04 eV and the gap hardly changes. A field that also couples to y could act differently. The common −G is also built into the model, where both paths share one end state. In a real crystal two paths may end in states with different changes of polarization, and the field then need not lower them equally.

**Q.** And quantum effects? The moving atoms are oxygen.

**A.** Zero-point motion along y is easy to size. Let four oxygen atoms, 64 u in all, move together. In atomic units the frequency is √(K/m) and the zero-point energy is half of it. The upper saddle is softer along y, so its zero-point energy is smaller, and the gap shrinks by 0.0024 eV, about 1% of its value. This estimate is harmonic (the full f gives 0.0025 eV), takes the full 64 u as the mass for y and leaves out all other modes, as well as tunnelling along x. The quantum along y is about 0.04 eV, larger than kT at 300 K, so the classical flux ratio is only approximate: with quantized motion along y it is about 2100.

**Q.** May I take these numbers as barriers for a hafnia capacitor?

**A.** No. The parameters are round values in the rough regime of ferroelectric hafnia: displacements of some tenths of an angstrom, barriers of some tenths of an eV per cell, fields near 1 MV/cm. The polarization is meant for an ideal single domain; a film whose grains point in different directions shows less. The model also assumes uniform reversal, which fails for a film. A cube of 10 nm edge holds about 7500 such cells, and reversing them together would cost about 7500 × 0.37 eV, or 2800 eV. Heat cannot supply that, and a field of 1 MV/cm lowers it by only about a tenth. At such fields a film must therefore reverse piece by piece, through nuclei and moving walls.

Nor can one cell be treated as if it were alone. Model a reversed cell as a sphere of volume V, with the same relative permittivity ε, roughly 30, inside and outside. Its polarization differs from the surroundings by ΔP = 2P. In atomic units the field inside is −4πΔP/(3ε), and the energy is half of ΔP times the size of this field times the volume:

W = 2π(ΔP)²V/(3ε).

This comes to about 0.5 eV, which is comparable with the barriers themselves. A continuum formula at the scale of one cell gives no more than an order of magnitude, and short-range coupling is left out. It is enough to show that the surroundings of a single reversed cell cannot be neglected. The figure belongs to a compact region: a needle along the polar axis, twenty times longer than wide, costs only about 0.01 eV per cell volume in the same model. E is meant as the energy per cell when a short-circuited periodic crystal reverses uniformly. The flux ratio of about 2200 belongs to the model cell and is not a prediction for a film.

**Q.** In my real calculation I have dozens of atoms and no dividing line that I can minimize over. What can I claim?

**A.** An upper bound. The true maximum along any continuous path is at least as high as the lowest pass, so the highest point of each path, properly located, limits the lowest barrier from above. If a path crosses several passes, the highest of them counts. The highest image alone does not, since it can lie below the top of its path, as the 20-image band showed.

To improve the bound, start bands that differ in kind: displace the secondary modes with both signs, break the symmetry of the interpolation, and go through different candidate intermediates. Tighten the force tolerance enough for an unstable path to leave its ridge, let an image climb, and count the negative curvatures at the top. Then report the lowest barrier found and the starting paths that were tried.

**Q.** So my converged band answers "what is the barrier of this path?" and I was reading it as "what is the barrier of the crystal?"

**A.** Yes, provided that its top has been located. Whether that top is also a transition state is a separate question, and your straight band has yet to be tested for it.
